# The Multispecies Bohm Condition and the Freedom It Leaves to Ion Speeds, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the space charge of the sheath

A plasma that contains two kinds of positive ion, one light and one heavy, touches a wall. Electrons are fast and would charge the wall negatively without limit if the wall did not repel them. In the steady state a thin layer of positive space charge, the sheath, stands in front of the wall and holds most electrons back. Both kinds of ion are drawn into this layer from the neutral plasma. With a single kind of ion, the sheath demands a minimum entry speed, the Bohm speed. With two kinds, the question is whether each ion must meet a minimum of its own, whether both must share one speed, or whether the sheath demands something weaker. The answer matters in plasma processing, because the entry speeds, together with the densities at the sheath edge, fix how much of each species reaches a surface.

### The model and its symbols

The sheath is planar and steady. The coordinate $x$ increases towards the wall, and the potential $\phi$ is zero at the sheath edge and negative beyond it. Ion species $j=1,\dots,N$ has charge $Z_je>0$, mass $m_j$, and, at the edge, density $n_j$ and speed $u_j>0$ towards the wall. The ions are cold: all ions of one species at one place have the same velocity. Inside the sheath they neither collide nor are created. The electrons have temperature $T_e$ and follow the Boltzmann relation, which assumes that the wall absorbs too few of them to disturb their distribution. The edge is neutral,
$$\sum_j Z_jn_j=n_e ,$$
where $n_e$ is the electron density there. Three dimensionless quantities and one reference speed shorten the algebra:
$$a_j=\frac{Z_jn_j}{n_e},\qquad c_j^2=\frac{Z_jkT_e}{m_j},\qquad M_j=\frac{u_j}{c_j},\qquad \chi=-\frac{e\phi}{kT_e}.$$
The $a_j$ are charge fractions, positive and with sum 1. The speed $c_j$ is the Bohm speed that species $j$ would have if it were alone, as will follow below. In the sheath $\chi$ is positive.

### Densities at a given potential

An ion that has fallen from the edge to potential $\phi$ has speed $v_j$ given by energy conservation,
$$\tfrac12m_jv_j^2+Z_je\phi=\tfrac12m_ju_j^2 .$$
With $e\phi=-kT_e\chi$ this becomes
$$v_j^2=u_j^2+\frac{2Z_jkT_e}{m_j}\chi=u_j^2+2c_j^2\chi=u_j^2\left(1+\frac{2\chi}{M_j^2}\right).$$
Since no ions are created or lost, the flux is the same everywhere in the sheath. The local density is therefore $n_ju_j/v_j$, and its charge contribution relative to $n_e$ is
$$\frac{Z_j}{n_e}\frac{n_ju_j}{v_j}=a_j\left(1+\frac{2\chi}{M_j^2}\right)^{-1/2}.$$
The electron density relative to its edge value is $e^{e\phi/kT_e}=e^{-\chi}$. The net charge density, in units of $en_e$, is
$$\rho(\chi)=\sum_ja_j\left(1+\frac{2\chi}{M_j^2}\right)^{-1/2}-e^{-\chi}. \tag{1}$$

Poisson's equation reads $d^2\phi/dx^2=-en_e\rho/\varepsilon_0$. Inserting $\phi=-(kT_e/e)\chi$ cancels the minus signs and gives
$$\frac{kT_e}{e}\frac{d^2\chi}{dx^2}=\frac{en_e}{\varepsilon_0}\rho .$$
If length is measured in Debye lengths, $\xi=x/\lambda_D$ with $\lambda_D^2=\varepsilon_0kT_e/(n_ee^2)$, all constants disappear:
$$\frac{d^2\chi}{d\xi^2}=\rho(\chi). \tag{2}$$

### The condition near the edge

On the scale of the Debye length the presheath is very long, so the sheath must join a field-free neutral state: $\chi\to0$ and $d\chi/d\xi\to0$ as $\xi\to-\infty$. Multiplying (2) by $d\chi/d\xi$ makes both sides derivatives, and integration from that state gives
$$\frac12\left(\frac{d\chi}{d\xi}\right)^2=V(\chi),\qquad V(\chi)=\int_0^\chi\rho(s)\,ds. \tag{3}$$
For each ion term,
$$\int_0^\chi\left(1+\frac{2s}{M_j^2}\right)^{-1/2}ds=M_j^2\left[\sqrt{1+\frac{2\chi}{M_j^2}}-1\right],$$
and the electron term integrates to $-(1-e^{-\chi})$. Hence
$$V(\chi)=\sum_ja_jM_j^2\left[\sqrt{1+\frac{2\chi}{M_j^2}}-1\right]+e^{-\chi}-1. \tag{4}$$

The left side of (3) is a square and cannot be negative. A sheath whose potential falls steadily from the edge passes through all small positive $\chi$, so $V$ must not be negative there. To see what this requires, expand (1) with $(1+2y)^{-1/2}=1-y+\tfrac32y^2-\dots$, where $y=\chi/M_j^2$, and $e^{-\chi}=1-\chi+\tfrac12\chi^2-\dots$. The constant terms cancel because $\sum_ja_j=1$, and
$$\rho=(1-S)\chi+\left(\frac32\sum_j\frac{a_j}{M_j^4}-\frac12\right)\chi^2+O(\chi^3), \tag{5}$$
with
$$S=\sum_j\frac{a_j}{M_j^2}=\frac{kT_e}{n_e}\sum_j\frac{Z_j^2n_j}{m_ju_j^2}. \tag{6}$$
The second form of $S$ follows from $a_j/M_j^2=(Z_jn_j/n_e)\,Z_jkT_e/(m_ju_j^2)$. Integrating (5) gives
$$V=\frac{1-S}{2}\chi^2+C\chi^3+O(\chi^4),\qquad C=\frac12\sum_j\frac{a_j}{M_j^4}-\frac16. \tag{7}$$
If $S>1$, then $V<0$ for small $\chi$ and no such sheath exists. The necessary condition is
$$S=\sum_j\frac{a_j}{M_j^2}\le1 . \tag{8}$$

This is the multispecies Bohm condition. Its meaning can be read from (5). When the potential drops slightly, the electron density falls by the fraction $\chi$, because electrons are repelled. The ion charge density falls by the fraction $S\chi$, because ions speed up and thin out. The net charge becomes positive, as a sheath needs, when the ions thin out less than the electrons. Slow ions thin out more for a given drop, and this is why inverse squared speeds enter. The sheath responds to the total charge alone, and this is why they enter as a sum.

For $S>1$ the linear part of (2) is $d^2\chi/d\xi^2=-(S-1)\chi$. A small disturbance then oscillates with wavenumber $\sqrt{S-1}$ per Debye length instead of growing into a sheath. Take equal charge fractions with $M_1=0.75$ and $M_2=1.00$. Then
$$S=\frac{0.5}{0.75^2}+\frac{0.5}{1.00^2}=0.8889+0.5000=1.3889,$$
and a quarter wave should have length $\pi/(2\sqrt{0.3889})=2.519$ Debye lengths. Integration of the full equation (2) from a small initial displacement gives 2.520.

### The marginal case and the whole sheath

At $S=1$ the quadratic term of $V$ vanishes and the cubic term decides. The variance of the numbers $1/M_j^2$ with weights $a_j$ is not negative, so
$$\sum_j\frac{a_j}{M_j^4}\ge\left(\sum_j\frac{a_j}{M_j^2}\right)^2=1,\qquad C\ge\frac12-\frac16=\frac13 .$$
The marginal case is therefore allowed near the edge. As an illustration, equal fractions with $1/M_1^2=\tfrac12$ and $1/M_2^2=\tfrac32$ have $S=1$ and $C=\tfrac12\cdot\tfrac54-\tfrac16=\tfrac{11}{24}$.

Condition (8) was obtained from small $\chi$, and it remains to show that $V$ does not become negative deeper in the sheath. For fixed $\chi>0$ the function $f(q)=(1+2\chi q)^{-1/2}$ has $f''(q)=3\chi^2(1+2\chi q)^{-5/2}>0$, so it is convex. The weighted mean of a convex function is at least the function of the weighted mean. With $q_j=1/M_j^2$ this gives
$$\sum_ja_jf(q_j)\ge f\Big(\sum_ja_jq_j\Big)=(1+2\chi S)^{-1/2}\ge(1+2\chi)^{-1/2}.$$
The last step uses $S\le1$ and the fact that $f$ decreases with $q$. Since $e^{2\chi}>1+2\chi$ for $\chi>0$, also $(1+2\chi)^{-1/2}>e^{-\chi}$. Therefore
$$\rho(\chi)>0\quad\text{for all }\chi>0\text{ when }S\le1 . \tag{9}$$
Its integral $V$ is then positive too, and (3) can be solved as $d\chi/d\xi=\sqrt{2V}$ up to any wall potential. Towards the plasma, $V$ vanishes at least as fast as $\chi^2$, so $\int d\chi/\sqrt{2V}$ diverges at $\chi=0$ and the solution joins the neutral state at $\xi\to-\infty$, as required. Within this model (8) is thus both necessary and sufficient. In a numerical test of 300 random mixtures with $S\le1$ and two to five species, the charge density was positive at every sampled depth.

### One condition for several speeds

For a single species $a_1=1$, and (8) becomes $u_1\ge c_1$. This is the usual Bohm condition and confirms the meaning of $c_j$. For several species, the marginal condition $S=1$ is one linear equation for the $N$ positive numbers $q_j=1/M_j^2$:
$$\sum_ja_jq_j=1 .$$
All but one of the $q_j$ can be chosen freely as long as their weighted sum stays below 1; the last one then follows. The solutions form a set of dimension $N-1$. For two species it is a curve,
$$M_2^2=\frac{a_2}{1-a_1/M_1^2}. \tag{10}$$

What remains for each species separately is a lower bound. Every term of $S$ is positive, so $a_j/M_j^2\le S\le1$ and
$$u_j\ge\sqrt{a_j}\,c_j . \tag{11}$$
If a second species with finite speed is present, its term is positive and the inequality is strict. Since $a_j<1$ in a mixture, an ion may enter the sheath below its own Bohm speed, provided that the others are fast enough to compensate. There is no upper bound: as $M_1\to\infty$, equation (10) gives $M_2\to\sqrt{a_2}$.

Two points of the set are singled out by an additional assumption. If all $M_j$ are equal, then $S=1/M^2$, and $S=1$ gives $u_j=c_j$ for every species. If instead all speeds are equal, $u_j=u$, then $S=\sum_ja_jc_j^2/u^2$, and $S=1$ gives
$$u=c_s,\qquad c_s^2=\sum_ja_jc_j^2 . \tag{12}$$
Neither assumption is contained in (8).

### Numbers for a two-ion mixture

Let singly charged model ions have masses 4 u and 40 u and equal densities at the edge, so $a_1=a_2=0.5$. The electron temperature is 3.0 eV and the edge electron density $1.0\times10^{16}\ \mathrm{m^{-3}}$. The individual Bohm speeds are $c_1=8.507$ km/s and $c_2=2.690$ km/s. Equation (12) gives
$$c_s=\sqrt{0.5\,(8.507)^2+0.5\,(2.690)^2}=6.309\ \text{km/s},$$
and the bounds (11) are $\sqrt{0.5}\,c_1=6.015$ km/s and $\sqrt{0.5}\,c_2=1.902$ km/s.

Now choose $M_1=0.8$, so that the light ion is 20% below its own Bohm speed. Its term in $S$ is $0.5/0.64=0.78125$, which leaves $0.21875$ for the heavy ion. Hence $M_2^2=0.5/0.21875=2.286$ and $M_2=1.512$. The speeds are $u_1=0.8\times8.507=6.81$ km/s and $u_2=1.512\times2.690=4.07$ km/s. Four members of the set $S=1$ are:

| $u_1$ (km/s) | $u_2$ (km/s) | ion current density (A/m²) |
|---|---|---|
| 6.31 | 6.31 | 10.11 |
| 6.81 | 4.07 | 8.71 |
| 8.51 | 2.69 | 8.97 |
| 12.76 | 2.16 | 11.95 |

The composition, densities and temperature are the same in all rows. Because the two densities are equal, the current density $e(n_1u_1+n_2u_2)$ is proportional to $u_1+u_2$. The first and third rows differ by the factor $(6.309+6.309)/(8.507+2.690)=1.127$, or 13% of the smaller value. Knowledge of the edge densities and of $S=1$ is thus not enough to predict the ion current.

## Second derivation: the breakdown of the neutral presheath

The symbols are those of the first half: species $j$ has charge $Z_je$, mass $m_j$, density $n_j$ and speed $u_j$ towards the wall; $a_j=Z_jn_j/n_e$, $c_j^2=Z_jkT_e/m_j$ and $M_j=u_j/c_j$. The sheath analysis gave the condition $S=\sum_ja_j/M_j^2\le1$ at the edge, the coefficient $C=\tfrac12\sum_ja_j/M_j^4-\tfrac16$, which is at least $\tfrac13$ when $S=1$, and the common speed $c_s$ with $c_s^2=\sum_ja_jc_j^2$. All these quantities are now taken locally, at any point of the neutral plasma in front of the sheath. The reduced potential drop $\chi=-e\phi/kT_e$ is counted from the plasma centre.

### The field that neutrality requires

The presheath is the neutral region in which the ions are accelerated towards the sheath. It is much longer than the Debye length, so ionization and collisions cannot be ignored. Let $G_j$ be the number of ions of species $j$ created per volume and time, and $F_j$ the deceleration of that species by all forces other than the electric field $E=-d\phi/dx$. Continuity and momentum balance are
$$\frac{d(n_ju_j)}{dx}=G_j,\qquad u_j\frac{du_j}{dx}=\frac{Z_jeE}{m_j}-F_j. \tag{13}$$
If new ions are born at rest, the mean speed drops when they are added, and this effect is part of $F_j$.

Expanding the derivative in the continuity equation and dividing by $u_j$ gives
$$\frac{dn_j}{dx}=\frac{G_j}{u_j}-\frac{n_j}{u_j^2}\,u_j\frac{du_j}{dx}
=\frac{G_j}{u_j}+\frac{n_jF_j}{u_j^2}-\frac{Z_jn_jeE}{m_ju_j^2}.$$
Multiply by $Z_j$ and sum. Neutrality turns the left side into $dn_e/dx$. The Boltzmann relation gives $dn_e/dx=-n_eeE/kT_e$, since the electron density falls in the direction of the field. With
$$Q=\sum_jZ_j\left(\frac{G_j}{u_j}+\frac{n_jF_j}{u_j^2}\right),\qquad
\sum_j\frac{Z_j^2n_j}{m_ju_j^2}=\frac{n_eS}{kT_e},$$
the sum reads
$$-\frac{n_eeE}{kT_e}=Q-\frac{n_eeE}{kT_e}S .$$
Because $eE/kT_e=d\chi/dx$, collecting the field terms gives
$$\frac{d\chi}{dx}=\frac{Q}{n_e(S-1)} . \tag{14}$$

The same sum $S$ has appeared without Poisson's equation. At the centre the ions are slow and $S$ is large. Suppose that ionization and drag make $Q$ positive and that $Q$ stays finite however strong the field becomes. The field then points to the wall while $S>1$. As the ions gain speed, $S$ decreases, and the field grows without bound as $S\to1$. Neutrality cannot be maintained beyond that point.

The two derivations meet here. A neutral presheath with $Q>0$ and a field towards the wall has $S>1$. The sheath requires $S\le1$. When the Debye length is negligible compared with the presheath, densities and speeds pass continuously from one region to the other, and the edge must have
$$S=1 . \tag{15}$$
If the Debye length is not negligible, the edge is spread over a transition region, and (15) holds approximately at a position that has to be defined by convention.

The sheath requires $S\le1$, while a neutral presheath with positive, finite $Q$ and a field towards the wall has $S>1$, so the edge between them lies at $S=1$ when the Debye length is negligible. It remains to show how the field diverges there and what selects the separate ion speeds, which this one condition leaves open.

Numerical values quoted here were computed with a short program.
